\section*{Why bias enters the Anderson-impurity scattering rate with three quarters}

\section*{Question}

I am working through the Keldysh treatment of an Anderson impurity between two leads. The couplings are equal, the model is particle-hole symmetric, and the chemical potentials are $\pm eV/2$. The exercise asks me to show that at low energy the second-order scattering rate is proportional to
\[
\omega^2+(\pi kT)^2+\tfrac34(eV)^2 .
\]
At $V=0$ I recognize the Fermi-liquid form. At finite bias I am stuck. The impurity distribution is a double step, so the usual Fermi integrals do not apply. If I simply shift $\omega$ by $\pm eV/2$ and average, I get $\tfrac14(eV)^2$. Where does the three quarters come from, why is there no term in $\omega V$, and how small must the energies be?

\section*{Answer}

Your shift-and-average idea is sound, but the scattering process involves three impurity lines, and each of them can belong to either lead. Each contributes one quarter. Here is the calculation with its factors.

\subsection*{Model and steady state}

I set $\hbar=1$ until the numbers, write $T$ for $kT$ and $v$ for $eV$, and measure energies from the mean chemical potential. The interaction is
\begin{equation}
H_U=U(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12),
\end{equation}
so the bare level lies at $-U/2$. The leads have wide, flat, symmetric bands. With $\Gamma=\Gamma_L+\Gamma_R$ the total half-width, the $U=0$ functions are
\begin{equation}
G^R=\frac1{\omega+i\Gamma},\qquad A(\omega)=\frac{\Gamma/\pi}{\omega^2+\Gamma^2}.
\end{equation}
Once the initial impurity occupation has decayed, $G^<=G^R\Sigma_0^<G^A$ with $\Sigma_0^<=2i(\Gamma_Lf_L+\Gamma_Rf_R)$. For $\Gamma_L=\Gamma_R$ this gives
\begin{equation}
G^<=2\pi iAF,\qquad G^>=-2\pi iA(1-F),\qquad F=\tfrac12(f_L+f_R).
\end{equation}
The second relation follows from $G^>-G^<=G^R-G^A=-2\pi iA$. Since $f_L(-\omega)=1-f_R(\omega)$, we have $F(-\omega)=1-F(\omega)$. As $A$ is even, $\langle n_\sigma\rangle=\int AF\,d\omega=\tfrac12$ at any bias.

\subsection*{The second-order self-energy}

Define $J=[d_\uparrow,H_U]=Ud_\uparrow(n_\downarrow-\tfrac12)$. The equations of motion in the two time arguments of the contour function give
\begin{equation}
G=g+g\,U\langle n_\downarrow-\tfrac12\rangle\,g+g\,C\,g,\qquad
C(\tau,\tau')=-i\langle T_cJ(\tau)J^\dagger(\tau')\rangle ,
\end{equation}
where $g$ is the $U=0$ function. The middle term vanishes through order $U^2$: the zeroth-order occupation is $\tfrac12$, and its first-order change would be driven by the mean field $U\langle n_\uparrow-\tfrac12\rangle_0=0$. Comparison with $G=g+g\Sigma g+g\Sigma g\Sigma g+\dots$ then gives $\Sigma=C$ at order $U^2$, because the repeated term starts at $U^4$.

At this order the average is taken at $U=0$, where the two spins are independent and Wick's theorem holds:
\begin{align}
\Sigma^>(t)&=-iU^2\langle d(t)d^\dagger(0)\rangle\,
\langle d^\dagger(t)d(0)\rangle\langle d(t)d^\dagger(0)\rangle\nonumber\\
&=-iU^2[iG^>(t)]^2[-iG^<(-t)]=U^2G^>(t)^2G^<(-t).
\end{align}
The last two averages in the first line are the density correlator of the other spin. In the same way $\Sigma^<(t)=U^2G^<(t)^2G^>(-t)$.

A Fourier transform leaves two free energies, a factor $1/(2\pi)^2$, and $\varepsilon_3=\varepsilon_1+\varepsilon_2-\omega$. The prefactors are $(-2\pi i)^2(2\pi i)/(2\pi)^2=-2\pi i$ for $\Sigma^>$ and $(2\pi i)^2(-2\pi i)/(2\pi)^2=+2\pi i$ for $\Sigma^<$. From $2i\,\mathrm{Im}\,\Sigma^R=\Sigma^>-\Sigma^<$,
\begin{equation}
\frac1\tau\equiv-2\,\mathrm{Im}\,\Sigma^R
=2\pi U^2\!\iint\! d\varepsilon_1d\varepsilon_2\,A_1A_2A_3
\big[(1-F_1)(1-F_2)F_3+F_1F_2(1-F_3)\big].
\label{golden}
\end{equation}
The first product is scattering out of energy $\omega$, which needs two empty states and one filled state. The second is scattering in. Their sum is the interaction contribution to the decay; the hybridization width $2\Gamma$ is separate.

\subsection*{Low energies}

Put $y_1=\varepsilon_1$, $y_2=\varepsilon_2$, $y_3=-\varepsilon_3$, so that $y_1+y_2+y_3=\omega$. Because $F(-y)=1-F(y)$, the bracket becomes $\prod_i(1-F(y_i))+\prod_iF(y_i)$. In the first product no $y_i$ can lie far below $-|v|/2$, and the sum is fixed, so none can be large and positive either. The second product is the mirror case. Up to exponential tails of width $T$, all three energies are therefore of the order of $|\omega|$, $|v|$ or $T$. If these are much smaller than $\Gamma$, each $A$ may be replaced by $1/(\pi\Gamma)$. With $u=U/(\pi\Gamma)$,
\begin{equation}
\frac1\tau\simeq\frac{2\pi U^2}{(\pi\Gamma)^3}I=\frac{2u^2}{\Gamma}I,
\label{pref}
\end{equation}
where $I$ is the double integral of the bracket alone.

\subsection*{Splitting the double step}

Each $F$ is an average of Fermi functions with $\mu=\pm v/2$, so $I$ is the average of eight terms, one for each choice $(\mu_a,\mu_b,\mu_c)$ on lines 1, 2 and 3. In each term shift $x_1=\varepsilon_1-\mu_a$ and $x_2=\varepsilon_2-\mu_b$. Then
\begin{equation}
\varepsilon_3-\mu_c=x_1+x_2-W,\qquad W=\omega-S,\qquad S=\mu_a+\mu_b-\mu_c .
\end{equation}
What remains is the equilibrium integral $E(W)$ with $\omega$ replaced by $W$.

To evaluate it, let $x=W-x_1-x_2$ and $s=W-x=x_1+x_2$. With $f(y)=1/(e^{y/T}+1)$,
\begin{equation}
f(y)[1-f(y-s)]=e^{-s/T}f(y-s)[1-f(y)] .
\end{equation}
The difference of the two products in this relation is $f(y-s)-f(y)$, whose integral over $y$ is $s$. Hence
\begin{align}
\int(1-f(y))(1-f(s-y))\,dy&=\frac{s}{1-e^{-s/T}}=s[1+n(s)],\\
\int f(y)f(s-y)\,dy&=s\,n(s),
\end{align}
with $n(s)=1/(e^{s/T}-1)$. The third line supplies $f(-x)=1-f(x)$ in the first product and $f(x)$ in the second. Since $(1-f)(1+n)+fn=1+n-f$,
\begin{equation}
E(W)=\int dx\,(W-x)\,[1+n(W-x)-f(x)].
\label{one}
\end{equation}
Now separate steps from thermal tails:
\begin{equation}
1+n(s)=\theta(s)+\mathrm{sgn}(s)\,n(|s|),\qquad f(x)=\theta(-x)+\mathrm{sgn}(x)\,f(|x|).
\end{equation}
The steps give $W^2/2$ for either sign of $W$. The Bose tail gives $2\int_0^\infty s\,n(s)\,ds=\pi^2T^2/3$. In the Fermi tail the part proportional to $W$ is odd and vanishes, leaving $2\int_0^\infty xf(x)\,dx=\pi^2T^2/6$. These values come from expanding in exponentials, which produces $\sum1/m^2=\pi^2/6$ and $\sum(-1)^{m-1}/m^2=\pi^2/12$. Thus
\begin{equation}
E(W)=\tfrac12\left[W^2+(\pi T)^2\right].
\end{equation}

The last step is the average over leads. $S$ is a sum of three independent quantities $\pm v/2$; the minus sign in front of $\mu_c$ does not matter, since both signs are equally likely. Therefore
\begin{equation}
\langle S\rangle=0,\qquad \langle S^2\rangle=3\left(\frac v2\right)^2=\frac34v^2 .
\end{equation}
The vanishing mean removes the term in $\omega v$; the mean square is the three quarters. With $I=\tfrac12[\omega^2+\tfrac34v^2+(\pi T)^2]$ in (\ref{pref}), and $\hbar$, $k$, $e$ restored ($\omega$ remains an energy),
\begin{equation}
\boxed{\;\frac{\hbar}{\tau}=\frac{u^2}{\Gamma}
\left[\omega^2+(\pi kT)^2+\tfrac34(eV)^2\right],\qquad |\omega|,\,kT,\,e|V|\ll\Gamma .\;}
\label{law}
\end{equation}

Direct integration of (\ref{golden}) with the full Lorentzian confirms the coefficients. At $kT=0.002\,\Gamma$, raising $\omega$ or $eV$ from zero to $0.02\,\Gamma$ gives 0.9997 for $\omega^2$ and 0.7498 for $(eV)^2$. The thermal coefficient at $\omega=V=0$ is 9.8690, against $\pi^2=9.8696$.

\subsection*{How small is small?}

Since $A(\varepsilon)/A(0)=1/(1+\varepsilon^2/\Gamma^2)$ and $\prod(1+q_i)\le e^{\sum q_i}$ for $q_i\ge0$,
\begin{equation}
1-\frac{\varepsilon_1^2+\varepsilon_2^2+\varepsilon_3^2}{\Gamma^2}\le\frac{A_1A_2A_3}{A(0)^3}\le1 .
\end{equation}
So (\ref{law}) is an upper bound on the second-order rate, and the relative shortfall is at most $K/(\Gamma^2I)$, where $K$ is the double integral of the bracket times $\sum\varepsilon_i^2$. This is also the leading correction.

To find $K$, write $P=(\pi T)^2$ and insert $x^2$ in (\ref{one}). The steps, Bose tail and Fermi tail give
\begin{equation}
M_2=\frac{W^4}{12}+\left(\frac{W^2P}{3}+\frac{2P^2}{15}\right)+\frac{7P^2}{60}
=\frac{W^4}{12}+\frac{W^2P}3+\frac{P^2}4 ,
\end{equation}
using $\int_0^\infty s^3n\,ds=\pi^4T^4/15$ and $\int_0^\infty x^3f\,dx=7\pi^4T^4/120$. The three shifted variables enter symmetrically and sum to $W$, so the first moment of each is $WE/3$. Each $y_i$ equals its shifted variable plus an offset $\pm v/2$, and the offsets sum to $S$. Hence
\begin{equation}
K=\left\langle3M_2+\tfrac23SWE+\tfrac34v^2E\right\rangle .
\end{equation}
With $\langle S^4\rangle=\tfrac{21}{16}v^4$ the three averages are
\begin{align}
\langle3M_2\rangle&=\tfrac14\omega^4+\tfrac98\omega^2v^2+\tfrac{21}{64}v^4+P\omega^2+\tfrac34Pv^2+\tfrac34P^2,\\
\langle\tfrac23SWE\rangle&=-\tfrac34\omega^2v^2-\tfrac7{16}v^4-\tfrac14Pv^2,\\
\langle\tfrac34v^2E\rangle&=\tfrac38v^2\left(\omega^2+\tfrac34v^2+P\right),
\end{align}
and their sum is
\begin{equation}
K=\tfrac14\omega^4+\tfrac34\omega^2v^2+\tfrac{11}{64}v^4+P\omega^2+\tfrac78Pv^2+\tfrac34P^2 .
\end{equation}

This also shows how far bias acts like heat. In (\ref{law}), a bias at $T=0$ has the same effect at every $\omega$ as a temperature with $\pi kT=\tfrac{\sqrt3}{2}e|V|$ at zero bias. The next order tells them apart: the $v^4$ coefficient in $K$ is $\tfrac{11}{64}$ for the bias, but $\tfrac34(\tfrac34)^2=\tfrac{27}{64}$ for the matching temperature.

Higher orders in $U$ are a separate matter. A particle-hole transformation of the down spin alone, combined with exchanging the leads for that spin, restores the lead Hamiltonian and occupations but reverses $U$. The up-spin self-energy is therefore even in $U$, and the next correction has relative order $u^2$.

\subsection*{Unequal couplings}

Let the coupling shares be $(1\pm\beta)/2$. Now $\langle\mu\rangle=\beta v/2$, so $\langle S\rangle=\beta v/2$. The cross terms in $\langle S^2\rangle$ add $2(1-1-1)(\beta v/2)^2$, and the bracket in (\ref{law}) becomes
\begin{equation}
\omega^2-\beta\,\omega v+\left(\tfrac34-\tfrac12\beta^2\right)v^2+(\pi T)^2 .
\label{beta}
\end{equation}
At $\beta=1$ this is $(\omega-v/2)^2+(\pi T)^2$, the equilibrium result for the left lead alone, as it must be. At finite bias any $\beta\ne0$, including $\beta=\pm1$, also brings a first-order level shift, because the occupation moves away from one half.

\subsection*{Numbers for a quantum dot}

Take rough values for a strongly coupled InAs nanowire dot: $U=1.5$ meV, $\Gamma=1$ meV, $T=0.3$ K, a bias of 0.1 mV and $\omega=50\ \mu$eV. Then $u=0.477$ and $\pi kT=81.2\ \mu$eV, and the bracket is
\[
2500+6596+7500=16596\ \mu\mathrm{eV}^2 .
\]
Multiplying by $u^2/\Gamma=0.228\ \mathrm{meV}^{-1}$ gives
\[
\frac\hbar\tau=0.228\times0.016596\ \mathrm{meV}=3.8\ \mu\mathrm{eV},\qquad
\frac1\tau=5.7\times10^{9}\ \mathrm{s}^{-1},\qquad \tau=0.17\ \mathrm{ns}.
\]
This is about 0.2\% of the hybridization width $2\Gamma$. The bias term is the largest of the three; a temperature of 0.32 K would give a thermal term equal to it. The full integral (\ref{golden}) lies 1.7\% below the law, in line with the leading correction.

For such a dot this $U$ is on the low side and this $\Gamma$ on the high side. I chose them to keep $u$ below one, and a weakly coupled dot with larger $U/\Gamma$ is outside the range of second order. Even here $u^2=0.23$ sets the scale of the next order, whose coefficient I have not computed, so the rate should not be read as accurate to a few per cent. Note also that $\tau$ is defined from $-2\,\mathrm{Im}\,\Sigma^R$ alone. The decay rate of a quasiparticle carries the extra factor $Z=(1-\partial_\omega\mathrm{Re}\,\Sigma^R)^{-1}$, and at second order, for zero temperature and bias, $1/Z=1+(3-\pi^2/4)u^2\approx1.12$ here. Real devices also break the assumed symmetry. With the other parameters fixed, a 60:40 coupling split in favour of the lead at $+eV/2$ lowers the second-order integral by 7\%, as (\ref{beta}) predicts. The same split in favour of the other lead would raise it by about 5\%, because the term $-\beta\omega v$ changes sign. The accompanying first-order level shift is about $5\ \mu$eV in size. Moving the centre of the Lorentzian up by 0.1 meV with equal couplings lowers the integral by 2.5\%, and moving it down lowers it by 3.2\%. A shift of the bare level by 0.1 meV does less, because the mean field screens it to about 0.07 meV; raising the bare level this way lowers the integral by about 1\%. For a neighbouring orbital, a hard-wall box 100 nm long with effective mass $0.023\,m_e$ has a first gap of 4.9 meV. If that orbital has the same $\Gamma$, its tail at the dot level is about $(\Gamma/\mathrm{gap})^2=0.04$ of the peak spectral density. These are rough figures: a mass of $0.026\,m_e$ would give 4.3 meV and 0.05.

Temperature sets a firmer limit. At 4.2 K, with bias and $\omega$ unchanged, $\pi kT=1.14$ meV exceeds $\Gamma$. The law then gives $297\ \mu$eV where the second-order integral gives $131\ \mu$eV, too large by a factor of 2.3. The thermal window now reaches the flanks of the Lorentzian, where there are fewer states to scatter into. The numerical output below lists most of these values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS
cluster self-energy, relative difference: 7.9e-06
non-thermal factorization, largest error (U=1): 3.1e-17
lead evolution, largest difference: 0.0023
flat phase space, largest relative error: 2.2e-16
measured coefficient of w^2: 0.9997
measured coefficient of (kT)^2: 9.8690; pi^2 = 9.8696
measured coefficient of (eV)^2: 0.7498
test point w, kT, eV in units of Gamma: (0.03, 0.01, 0.04)
loss there: direct 0.003046, first correction 0.003060
EXAMPLE
U = 1.5 meV, Gamma = 1.0 meV, u = 0.4775
T = 0.3 K, kT = 25.85 ueV, pi kT = 81.22 ueV
eV = 100 ueV, w = 50 ueV
w^2 = 2500 ueV^2
(pi kT)^2 = 6596 ueV^2
(3/4)(eV)^2 = 7500 ueV^2
sum = 16596 ueV^2
u^2/Gamma = 0.2280 1/meV
hbar/tau from the law = 3.783 ueV
hbar/tau from the double integral = 3.719 ueV
1/tau = 5.748e+09 1/s
tau = 0.174 ns
(hbar/tau)/(2 Gamma) = 0.189 %
T with thermal term equal to bias term = 0.320 K
NEGLECTED EFFECTS
finite Gamma: direct -1.69 %, first correction -1.74 %
higher orders in U, scale u^2 = 0.228
box: mass ratio 0.023, length 100 nm
first level gap = 4.90 meV, (Gamma/gap)^2 = 0.042
left share 0.6: rate change -7.22 %
left share 0.6: U * extra filling = 4.76 ueV
level detuned by 0.1 meV: rate change -2.54 %
at 4.2 K: pi kT = 1.137 meV
at 4.2 K: law 297.0 ueV, direct 131.3 ueV
at 4.2 K: law/direct = 2.26
\end{verbatim}
